# Cutoff thickness of a silicon slab waveguide on silica

## Problem

A flat silicon film of thickness $h$ lies on silica, with air above it. The refractive indices are $n_1=3.476$ for the film, $n_2=1.444$ for the silica and $n_3=1$ for the air, and the vacuum wavelength is $\lambda=1550$ nm. All three media are lossless, the film is unlimited in its plane, and the silica and air are each infinitely deep.

(a) How thick must the film be to guide its fundamental TE mode, and how thick for its fundamental TM mode?

(b) Which modes does a film of 220 nm guide?

(c) How far do a finite oxide depth and a finite width move the required thickness?

The $x$ axis points from the air into the silica, and the film fills $0<x<h$. Light travels along $z$, and the fields do not depend on $y$. They vary as $e^{i\beta z-i\omega t}$, with $\beta=k_0N$ and $k_0=2\pi/\lambda=\omega/c$. The number $N$ is the effective index. In a TE mode the electric field points along $y$; in a TM mode the magnetic field does.

## First estimate by scaling

### The equation that sets the scales

Maxwell's equations in a medium of index $n$ are

$$\nabla\times\mathbf E=i\omega\mu_0\mathbf H,\qquad \nabla\times\mathbf H=-i\omega\varepsilon_0n^2\mathbf E .$$

For TE, the $x$ and $z$ components of the first equation give, with a prime for $d/dx$,

$$H_x=-\frac{\beta}{\omega\mu_0}E_y,\qquad H_z=\frac{1}{i\omega\mu_0}E_y' .$$

The $y$ component of the second is $i\beta H_x-H_z'=-i\omega\varepsilon_0n^2E_y$. Inserting $H_x$ and $H_z$, multiplying by $i\omega\mu_0$ and using $\omega^2\mu_0\varepsilon_0=k_0^2$ gives

$$\beta^2E_y-E_y''=k_0^2n^2E_y .$$

For TM, the second Maxwell equation gives

$$E_x=\frac{\beta}{\omega\varepsilon_0n^2}H_y,\qquad E_z=\frac{i}{\omega\varepsilon_0n^2}H_y' .$$

The $y$ component of the first is $i\beta E_x-E_z'=i\omega\mu_0H_y$. After insertion and multiplication by $\omega\varepsilon_0/i$ it becomes

$$\frac{\beta^2}{n^2}H_y-\left(\frac{H_y'}{n^2}\right)'=k_0^2H_y .$$

Both cases are contained in one equation,

$$\left(\frac{F'}{w}\right)'+\frac{k_0^2(n^2-N^2)}{w}F=0, \tag{1}$$

where $F=E_y$, $w=1$ for TE and $F=H_y$, $w=n^2$ for TM. Tangential fields are continuous at an interface. These are $E_y$ and $H_z$ for TE, and $H_y$ and $E_z$ for TM. Hence $F$ and $F'/w$ are continuous in both cases.

### What happens at cutoff

A guided mode must decay in both outer media. By (1) this needs $N>n_2$ and $N>n_3$. Since $n_2>n_3$, the silica sets the stricter condition. The decay rate there, $k_0\sqrt{N^2-n_2^2}$, goes to zero as $N\to n_2$, so at cutoff the field in the silica is flat. In the air it still decays, at the rate

$$\gamma_c=k_0\sqrt{n_2^2-n_3^2}=0.004223\ \text{nm}^{-1}.$$

In the film the field bends with the wave number

$$\kappa_c=k_0\sqrt{n_1^2-n_2^2}=0.012817\ \text{nm}^{-1}.$$

The film therefore has one task at cutoff: to turn a field that rises out of the air into a field of zero slope at the silica.

### TE: a thin film suffices

Suppose that $F$ hardly changes across the film. On the air side its slope is $\gamma_cF$, and for TE the slope is continuous. Inside the film $F''=-\kappa_c^2F$, so the slope falls by about $\kappa_c^2hF$. Zero slope at the silica requires $\kappa_c^2h\approx\gamma_c$, or

$$h_{\rm TE}\approx\frac{\gamma_c}{\kappa_c^2}=\frac{0.32946}{0.012817\ \text{nm}^{-1}}=25.7\ \text{nm},$$

where $0.32946=\gamma_c/\kappa_c$. The assumption is consistent, because $\kappa_ch\approx0.33$ is well below one.

### TM: close to a quarter wave

For TM it is $F'/n^2$ that is continuous. On entering the silicon the slope jumps by the factor $n_1^2/n_3^2=12.0826$. The same balance would give $12.0826\times25.7\ \text{nm}\approx311$ nm. But then $\kappa_ch\approx4$, which contradicts the assumption of a nearly constant field.

The opposite limit is the useful one. If the slope at the air side is very steep compared with $\kappa_cF$, the field in the film starts near a node and must reach a maximum at the silica. That takes a quarter of a transverse period:

$$h_{\rm TM}\approx\frac{\pi}{2\kappa_c}=\frac{1.5708}{0.012817\ \text{nm}^{-1}}=123\ \text{nm}.$$

## Exact solution

### Matching the fields

For $n_2<N<n_1$ define

$$\kappa=k_0\sqrt{n_1^2-N^2},\quad \gamma_2=k_0\sqrt{N^2-n_2^2},\quad \gamma_3=k_0\sqrt{N^2-n_3^2}.$$

The upper limit on $N$ is necessary. If $N\ge n_1$, equation (1) makes $F'/w$ non-decreasing wherever $F>0$. A field that rises out of the air would then keep rising and could not decay in the silica.

The solutions of (1) that decay outside the film are

$$F=\begin{cases}A\,e^{\gamma_3x}, & x<0,\\ B\cos(\kappa x-\phi), & 0<x<h,\\ C\,e^{-\gamma_2(x-h)}, & x>h.\end{cases}$$

At $x=0$, continuity of $F$ gives $A=B\cos\phi$. The film slope there is $-\kappa B\sin(-\phi)=\kappa B\sin\phi$, so continuity of $F'/w$ gives $\kappa B\sin\phi/w_1=\gamma_3A/w_3$. Dividing the second relation by the first yields

$$\tan\phi=\frac{r\gamma_3}{\kappa},\qquad r=\frac{w_1}{w_3}=\begin{cases}1&\text{TE}\\ n_1^2/n_3^2&\text{TM.}\end{cases}$$

At $x=h$ the ratio of $F'/w$ to $F$ must agree on both sides:

$$-\frac{\kappa}{w_1}\tan(\kappa h-\phi)=-\frac{\gamma_2}{w_2}
\quad\Rightarrow\quad
\tan(\kappa h-\phi)=\frac{s\gamma_2}{\kappa},$$

with $s=w_1/w_2$, which is 1 for TE and $n_1^2/n_2^2$ for TM. The tangent repeats after $\pi$, so

$$\kappa h=m\pi+\arctan\frac{s\gamma_2}{\kappa}+\arctan\frac{r\gamma_3}{\kappa},\qquad m=0,1,2,\dots \tag{2}$$

Each arctangent lies below $\pi/2$, so a negative $m$ would make $h$ negative. The fundamental mode has $m=0$.

### Why there is a threshold

Equation (2), divided by $\kappa$, gives $h$ explicitly as a function of $N$. When $N$ increases, $\kappa$ decreases while $\gamma_2$ and $\gamma_3$ increase. Both arctangents grow and the divisor shrinks, so $h$ rises steadily with $N$. It tends to infinity as $N\to n_1$, where $\kappa\to0$. Its lower limit is reached as $N\to n_2$. Every thickness above that limit thus has one fundamental mode of the given polarization, and no thickness at or below it has any. At the limit itself the flat field in the silica would carry infinite power, so it is not a guided mode.

Setting $\gamma_2=0$, $\kappa=\kappa_c$, $\gamma_3=\gamma_c$ and $m=0$ in (2) gives the cutoff thickness:

$$h_c=\frac{1}{\kappa_c}\arctan\frac{r\gamma_c}{\kappa_c}. \tag{3}$$

### Numbers for (a)

For TE the phase is $\arctan(0.32946)=0.31826$, and

$$h_c^{\rm TE}=\frac{0.31826}{0.012817\ \text{nm}^{-1}}=24.83\ \text{nm}.$$

For TM the phase is $\arctan(12.0826\times0.32946)=\arctan(3.981)=1.32468$, and

$$h_c^{\rm TM}=\frac{1.32468}{0.012817\ \text{nm}^{-1}}=103.35\ \text{nm}.$$

The fundamental cutoffs are therefore about 25 nm for TE and 103 nm for TM. As a test that does not use (2), equation (1) was put into finite-element form with the same indices, and the modes with $N>n_2$ were counted as the film was thickened. The first mode appeared at 24.83 nm for TE and at 103.35 nm for TM.

### Numbers for (b)

Each higher mode adds $\pi$ to the phase, so its cutoff lies $\pi/\kappa_c\approx245$ nm above the previous one. The $m=1$ cutoffs are 269.9 nm for TE and 348.5 nm for TM. A slab of 220 nm lies above both fundamental cutoffs and below both of these. It guides one TE mode, with $N=2.8309$, and one TM mode, with $N=1.8908$. Between 25 and 103 nm the slab guides TE light alone.

## Comparison of estimate and exact result

The TE estimate replaces $\arctan u$ by $u$, with $u=\gamma_c/\kappa_c=0.32946$. Since $\arctan u\approx u-u^3/3$, it should be too large by a fraction of about $u^2/3=0.036$. The actual excess of 25.7 nm over 24.83 nm is 3.5% of the exact value. Across the film the TE field changes little: its value at the air side is $\cos(0.31826)=0.95$ of its value at the silica.

The TM quarter-wave estimate of 123 nm is 19% above the exact value. It can be improved with the identity $\arctan u=\pi/2-\arctan(1/u)$ for $u>0$. With $u=3.981$, and $\arctan(1/u)\approx1/u=0.2512$,

$$h_c^{\rm TM}\approx\frac{1.5708-0.2512}{0.012817\ \text{nm}^{-1}}=103.0\ \text{nm},$$

which is 0.4% below the exact value. The TM field at the air side is $\cos(1.32468)=0.24$ of its value at the silica, so the picture of a field starting near a node is fair but not perfect.

The large difference between the polarizations comes from the factor $r$ in (3). The quantities $\kappa_c$ and $\gamma_c$ are the same for both.

### The symmetric limit

If the cover index is raised to $n_3=n_2$, then $\gamma_c=0$ and (3) gives $h_c=0$ for both polarizations. The field is then flat on both sides at cutoff, and there is no slope for the film to remove. The mode count agrees: a 5 nm film with silica on both sides has one mode of each polarization, and the same film under air has none. The fundamental cutoff is thus a result of the asymmetry between the outer media.

### Just above cutoff

For a film slightly thicker than $h_c$, the definitions give $\kappa^2=\kappa_c^2-\gamma_2^2$ and $\gamma_3^2=\gamma_c^2+\gamma_2^2$. Both quantities differ from their cutoff values only at order $\gamma_2^2$. To first order in $\gamma_2$, equation (2) therefore reads $\kappa_ch=\kappa_ch_c+s\gamma_2/\kappa_c$, so

$$\gamma_2\approx\frac{\kappa_c^2\,(h-h_c)}{s}. \tag{4}$$

The length $1/\gamma_2$, over which the field in the silica falls by a factor $e$, diverges at cutoff. At 5 nm above cutoff, (4) gives 1217 nm for TE, while the full equation (2) gives 1339 nm. For TM the two values are 7055 and 7071 nm. The TM tail is longer at equal $h-h_c$ mainly because $s=n_1^2/n_2^2\approx5.8$. A film barely above cutoff guides light in principle, but most of the guided power then travels in the oxide.

## What changes in a real chip: (c)

The indices used here are ordinary values for silicon and silica near 1550 nm, and 220 nm is a common silicon thickness for photonic chips. A film near 25 nm is far thinner than that. Real devices also break two assumptions of the model strongly: the oxide is not infinitely deep, and a strip is not infinitely wide. Many devices also have an oxide cover. If it is very deep and has the same index as the silica below, the symmetric limit applies and the ideal cutoff vanishes.

**Finite oxide.** The oxide often rests on a silicon wafer, at a depth of roughly 2000 nm. Silicon has a higher index than the mode, so light in the tail that reaches it can radiate away. The power there scales roughly as $e^{-2\gamma_2d}$, with $d$ the oxide depth, as long as $\gamma_2d$ is well above one, and the long tail near cutoff makes this leakage large. Solving (1) with an outgoing wave in the wafer gives a complex $N$, whose imaginary part is the loss. With $d=2000$ nm, the leakage equals 1 dB/cm at a film thickness of 47.1 nm for TE and 186.0 nm for TM. These are 1.9 and 1.8 times the ideal cutoffs. The level of 1 dB/cm is a choice, and absorption and scattering from rough surfaces are left out.

**Finite width.** For a strip of width $W=500$ nm with air at its sides, on infinitely deep silica, the effective-index method gives an estimate. It treats the width as a second, symmetric slab whose core index is the index $N$ of the film mode. The strip is at cutoff when its own effective index equals $n_2$. Applying (2) to this second slab, with two equal arctangents and $m=0$, gives

$$\frac{\kappa_\ell W}{2}=\arctan\frac{q\gamma_c}{\kappa_\ell},\qquad \kappa_\ell=k_0\sqrt{N^2-n_2^2}.$$

The electric field of the TE-like mode is normal to the side walls, so the lateral problem is of TM type and $q=N^2/n_3^2$. For the TM-like mode $q=1$. The solutions are $N=1.9013$ and $N=1.6836$. Inserted in (2), they give film thicknesses of about 77 nm for TE and 196 nm for TM. The method is approximate, particularly at such high index contrast and close to cutoff, so these values indicate only the rough size of the effect and are not design limits. A full-vector solution of the cross-section puts the cutoffs near 75 nm and 185 nm, so the TM estimate is about 10 nm too high. By this estimate, the strip needs about three times the slab thickness for TE.

**Small effects.** A native oxide skin of about 2 nm, added on top of an unchanged silicon thickness, lowers the ideal cutoffs by 0.19 nm for TE and 0.32 nm for TM. An oxide grown from the film itself also consumes about 0.9 nm of silicon, which outweighs this shift. At cutoff $F'/w$ is constant in the skin while $F$ grows, so the film has a smaller relative slope to remove. Warming the silicon by 60 K, with a rough index slope of $1.8\times10^{-4}$ per kelvin, lowers them by 0.18 and 0.34 nm if the silica index is held fixed; letting the silica warm too, at about $10^{-5}$ per kelvin, reduces each shift by about 0.02 nm.

The values 25 and 103 nm are therefore thresholds of the ideal slab. To keep the leakage through the 2000 nm oxide at 1 dB/cm, or to guide in the 500 nm strip according to the estimate above, the film must be markedly thicker. These two effects were treated one at a time, but in a real strip they act together: the side walls lower the effective index, which lengthens the tail in the oxide. An air-clad strip of 500 by 220 nm has a TM-like index near 1.59 instead of 1.89, and its leakage through 2000 nm of oxide is of the order of 1 dB/cm, while that of the 220 nm slab is below 0.001 dB/cm. The slab and effective-index values are listed in the numerical output.

## Computed results

```
wavelength = 1550 nm
indices film, base, cover = 3.476, 1.444, 1.0
k0 = 0.004054 rad/nm
kappa at cutoff = 0.012817 rad/nm
gamma in air at cutoff = 0.004223 1/nm
gamma/kappa = 0.32946
TM factor n_film^2/n_cover^2 = 12.0826
TE phase at cutoff = 0.31826 rad
TE fundamental cutoff, formula = 24.83 nm
TE fundamental cutoff, mode count = 24.83 nm
TE next-mode cutoff = 269.9 nm
TM phase at cutoff = 1.32468 rad
TM fundamental cutoff, formula = 103.35 nm
TM fundamental cutoff, mode count = 103.35 nm
TM next-mode cutoff = 348.5 nm
device-layer thickness = 220 nm
TE effective index at that thickness = 2.8309
TM effective index at that thickness = 1.8908
TE field tail in silica, 5 nm above cutoff: exact 1339 nm, linear law 1217 nm
TM field tail in silica, 5 nm above cutoff: exact 7071 nm, linear law 7055 nm
buried oxide (rough typical) = 2000 nm
TE thickness for 1 dB/cm leakage = 47.1 nm, effective index 1.5884
TM thickness for 1 dB/cm leakage = 186.0 nm, effective index 1.6202
strip width (rough typical) = 500 nm
TE strip: slab index needed = 1.9013, estimated cutoff thickness = 77 nm
TM strip: slab index needed = 1.6836, estimated cutoff thickness = 196 nm
native oxide (rough typical) = 2 nm
TE cutoff shift by native oxide = -0.194 nm
TM cutoff shift by native oxide = -0.324 nm
silicon dn/dT (rough) = 1.8e-04 1/K, rise = 60 K
TE cutoff shift by warming = -0.179 nm
TM cutoff shift by warming = -0.341 nm
```
